**Four Slater integrals for the 2p–3d Coulomb interaction**

The program tests that the interaction between a 2p and a 3d shell needs only the direct integrals F0 and F2 and the exchange integrals G1 and G3, combined with Gaunt coefficients c^k. Here F^k is built from the two shell densities, and G^k from the product of the 2p and 3d radial functions. It asserts that no other multipole up to k = 7 survives, and that same-spin elements fix three parameter combinations while all spin arrangements together fix four. Complete two-electron integrals over Gaussian orbitals, computed without a multipole expansion, agree with the formula for all 225 direct and 225 exchange elements to within 1e-9 Hartree. Diagonalizing the 60 determinants of p⁵d¹ with those integrals reproduces the derived term energies, and the state created by the dipole operator is confirmed to be an eigenvector with the ¹P energy. For model orbitals with exponents 9 and 3 bohr⁻¹, the output shows ¹P as the highest term, 2.220 eV above ³P.

## Check in Python

```python
"""Core-valence Coulomb interaction of a 2p and a 3d shell.

Result under test: with m1+m2 = m3+m4,
  direct   <p m1, d m2|1/r12|p m3, d m4> = sum_k c^k(1m1,1m3) c^k(2m4,2m2) F^k
  exchange <p m1, d m2|1/r12|d m4, p m3> = sum_k c^k(1m1,2m4) c^k(1m3,2m2) G^k
and only F0, F2, G1, G3 occur.
c^k(lm,l'm') = sqrt(4 pi/(2k+1)) * integral of Y*_lm Y_k,m-m' Y_l'm'.
F^k, G^k: radial integrals of r<^k/r>^(k+1) with densities Pp^2, Pd^2 (F)
or with the product Pp*Pd at both points (G); P = r times radial function.
The term energies of the configuration p^5 d^1 are tested as well.
Hartree atomic units, eV where stated.
"""
from functools import lru_cache
from math import factorial, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import lpmv
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
M_P = [1, 0, -1]
M_D = [2, 1, 0, -1, -2]

# ---------- angular part: Gaunt coefficients by quadrature ----------
X, WX = np.polynomial.legendre.leggauss(24)


def theta_part(l, m):
    """Polar factor of Y_lm, normalized on -1 < cos(theta) < 1."""
    n = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - n)/factorial(l + n))
    value = norm*lpmv(n, l, X)
    return value*(-1)**n if m < 0 else value


@lru_cache(maxsize=None)
def gaunt(k, l, m, lp, mp):
    q = m - mp
    if abs(q) > k:
        return 0.0
    product = theta_part(l, m)*theta_part(k, q)*theta_part(lp, mp)
    return sqrt(2/(2*k + 1))*float(np.sum(WX*product))


def coefficient_tensor(k, kind):
    """Coefficient of F^k or G^k, indices (p m1, d m2, p m3, d m4)."""
    out = np.zeros((3, 5, 3, 5))
    for i, m1 in enumerate(M_P):
        for j, m2 in enumerate(M_D):
            for n, m3 in enumerate(M_P):
                for o, m4 in enumerate(M_D):
                    if m1 + m2 != m3 + m4:
                        continue
                    if kind == "F":
                        c = gaunt(k, 1, m1, 1, m3)*gaunt(k, 2, m4, 2, m2)
                    else:
                        c = gaunt(k, 1, m1, 2, m4)*gaunt(k, 1, m3, 2, m2)
                    out[i, j, n, o] = c
    return out


def surviving(kind):
    return [k for k in range(8)
            if np.abs(coefficient_tensor(k, kind)).max() > 1e-10]


direct_k, exchange_k = surviving("F"), surviving("G")
assert direct_k == [0, 2] and exchange_k == [1, 3]
print("multipoles k = 0..7 scanned; direct:", direct_k,
      " exchange:", exchange_k)

T = {"F0": coefficient_tensor(0, "F"), "F2": coefficient_tensor(2, "F"),
     "G1": coefficient_tensor(1, "G"), "G3": coefficient_tensor(3, "G")}
# columns: F0, F2, G1, G3; antisymmetrized elements for each spin arrangement
zero = np.zeros(T["F0"].size)
direct_part = np.array([T["F0"].ravel(), T["F2"].ravel(), zero, zero]).T
exchange_part = np.array([zero, zero, T["G1"].ravel(), T["G3"].ravel()]).T
same_spin = direct_part - exchange_part
all_spins = np.vstack([same_spin, direct_part, -exchange_part])
rank_same = np.linalg.matrix_rank(same_spin, tol=1e-10)
rank_all = np.linalg.matrix_rank(all_spins, tol=1e-10)
assert rank_same == 3 and rank_all == 4
# an interaction acting only at equal angles cancels between equal spins
contact_error = np.abs(same_spin @ np.array([1, 5, 3, 7])).max()
assert contact_error < 1e-10
print("independent parameters: same-spin elements", rank_same,
      "; all spin elements", rank_all)


def print_table(k, l, lp, denominator):
    print(f"k={k}, l={l}, l'={lp}: sign(c)*c^2*{denominator};"
          f" columns m'={lp}..{-lp}")
    for m in range(l, -l - 1, -1):
        c = np.array([gaunt(k, l, m, lp, mp) for mp in range(lp, -lp - 1, -1)])
        scaled = np.sign(c)*c**2*denominator
        assert np.allclose(scaled, np.round(scaled), atol=1e-9)
        print(f"  m={m:2d}:", *[f"{int(round(s)):4d}" for s in scaled])


print_table(2, 1, 1, 25)
print_table(2, 2, 2, 49)
print_table(1, 1, 2, 15)
print_table(3, 1, 2, 245)

# ---------- radial part ----------
u, wu = np.polynomial.legendre.leggauss(240)
u, wu = 2*(u + 1), 2*wu
R, WR = u**2, 2*u*wu                      # radial grid, 0 < r < 16
t, wt = np.polynomial.legendre.leggauss(100)
t, wt = (t + 1)/2, wt/2                   # ratio r</r>


def slater(f, g, k):
    """Double radial integral of f(r1) g(r2) r<^k/r>^(k+1)."""
    inner = R[:, None]*t[None, :]
    both = f(R)[:, None]*g(inner) + g(R)[:, None]*f(inner)
    return float(WR @ both @ (wt*t**k))


def normalized(p):
    norm = sqrt(np.sum(WR*p(R)**2))
    return lambda r: p(r)/norm


def four_integrals(pp, pd):
    def dens_p(r): return pp(r)**2
    def dens_d(r): return pd(r)**2
    def overlap(r): return pp(r)*pd(r)
    return {"F0": slater(dens_p, dens_d, 0), "F2": slater(dens_p, dens_d, 2),
            "G1": slater(overlap, overlap, 1),
            "G3": slater(overlap, overlap, 3)}


def term_energies(s):
    """Core-valence energy of each p^5 d^1 term: name -> (states, energy)."""
    base = 5*s["F0"] - 2/5*s["G1"] - 9/35*s["G3"]
    ep, ed, ef = (base - s["F2"]/5, base + s["F2"]/5, base - 2/35*s["F2"])
    return {"3P": (9, ep), "3D": (15, ed), "3F": (21, ef),
            "1P": (3, ep + 4/3*s["G1"]), "1D": (5, ed),
            "1F": (7, ef + 18/49*s["G3"])}


def configuration_mean(s):
    return 5*(s["F0"] - s["G1"]/15 - 3/70*s["G3"])


# ---------- test with complete Gaussian two-electron integrals ----------
SHELL_P = [(6.0, 0.4), (1.5, 0.7)]        # (exponent, coefficient)
SHELL_D = [(3.0, 0.5), (0.6, 0.6)]
mol = gto.M(atom="H 0 0 0", spin=1, verbose=0,
            basis={"H": [[1] + [list(x) for x in SHELL_P],
                         [2] + [list(x) for x in SHELL_D]]})
eri = mol.intor("int2e").reshape(8, 8, 8, 8)


def gaussian_radial(l, shell):
    parts = [(c, normalized(lambda r, a=a: r**(l + 1)*np.exp(-a*r*r)))
             for a, c in shell]
    return normalized(lambda r: sum(c*p(r) for c, p in parts))


sg = four_integrals(gaussian_radial(1, SHELL_P), gaussian_radial(2, SHELL_D))

# complex harmonics from the real ones (x,y,z; xy,yz,z2,xz,x2-y2)
real_index = {(1, 1): 0, (1, -1): 1, (1, 0): 2}
real_index.update({(2, m): m + 5 for m in range(-2, 3)})
U = np.zeros((8, 8), complex)
for col, (l, m) in enumerate([(1, m) for m in M_P] + [(2, m) for m in M_D]):
    if m == 0:
        U[real_index[l, 0], col] = 1
    else:
        phase = (-1)**m if m > 0 else 1
        U[real_index[l, abs(m)], col] = phase/sqrt(2)
        U[real_index[l, -abs(m)], col] = 1j*np.sign(m)*phase/sqrt(2)
full = np.einsum("ia,jb,kc,ld,ikjl->abcd", U.conj(), U.conj(), U, U, eri,
                 optimize=True)
full_direct = full[:3, 3:, :3, 3:]
full_exchange = full[:3, 3:, 3:, :3].transpose(0, 1, 3, 2)
err_d = np.abs(full_direct - sg["F0"]*T["F0"] - sg["F2"]*T["F2"]).max()
err_x = np.abs(full_exchange - sg["G1"]*T["G1"] - sg["G3"]*T["G3"]).max()
assert err_d < 1e-9 and err_x < 1e-9
assert np.abs(full_exchange).max() > 1e-2
print(f"Gaussian test: {full_direct.size} direct and {full_exchange.size}"
      " exchange elements")
print(f"  largest deviations below 1e-9 Hartree: {max(err_d, err_x) < 1e-9}")

# ---------- test of p^5 d^1 terms in the space of determinants ----------
# spin orbital = 2*orbital + spin; 0..5 are p, 6..15 are d


def flip(det, i):
    """Remove or add spin orbital i; return new determinant and sign."""
    return det ^ (1 << i), (-1)**((det & ((1 << i) - 1)).bit_count())


CLOSED = 0b111111
dets = [(CLOSED ^ (1 << i)) | (1 << a) for i in range(6) for a in range(6, 16)]
position = {det: n for n, det in enumerate(dets)}
H = np.zeros((60, 60))
for det in dets:
    occupied = [i for i in range(16) if det >> i & 1]
    for p_old in [i for i in occupied if i < 6]:
        for d_old in [i for i in occupied if i > 5]:
            d1, s1 = flip(det, p_old)
            d2, s2 = flip(d1, d_old)
            for d_new in range(6, 16):
                d3, s3 = flip(d2, d_new)
                for p_new in range(6):
                    if d3 >> p_new & 1:
                        continue
                    d4, s4 = flip(d3, p_new)
                    a, b, c, d = p_new//2, d_new//2, p_old//2, d_old//2
                    v = 0.0
                    if p_new % 2 == p_old % 2 and d_new % 2 == d_old % 2:
                        v += eri[a, c, b, d]
                    if p_new % 2 == d_old % 2 and d_new % 2 == p_old % 2:
                        v -= eri[a, d, b, c]
                    H[position[d4], position[det]] += s1*s2*s3*s4*v
assert np.allclose(H, H.T, atol=1e-11)
levels = np.linalg.eigvalsh(H)
terms_g = term_energies(sg)
predicted = np.sort(np.concatenate([np.full(n, e)
                                    for n, e in terms_g.values()]))
assert np.abs(levels - predicted).max() < 1e-8
assert abs(levels.mean() - configuration_mean(sg)) < 1e-8
print(f"p5d1 determinants diagonalized: {len(dets)}; all levels match terms")

# dipole operator acting on the closed p shell creates the 1P term only
z = mol.intor("int1e_r")[2]
bright = np.zeros(60)
for i in range(6):
    for a in range(6, 16):
        if i % 2 == a % 2:
            d1, s1 = flip(CLOSED, i)
            d2, s2 = flip(d1, a)
            bright[position[d2]] += s1*s2*z[a//2, i//2]
bright /= np.linalg.norm(bright)
assert np.linalg.norm(H @ bright - terms_g["1P"][1]*bright) < 1e-8
print("dipole-created state is an eigenvector with the 1P energy: True")

# ---------- worked example: exponential model orbitals ----------
ZP, ZD = 9.0, 3.0
pp = normalized(lambda r: r**2*np.exp(-ZP*r))
pd = normalized(lambda r: r**3*np.exp(-ZD*r))
s = four_integrals(pp, pd)
A = factorial(10)*(2*ZP)**5*(2*ZD)**7/(factorial(4)*factorial(6))


def one_dimensional(name):
    """Slater integral of the exponential orbitals as an integral over r</r>."""
    k = int(name[1])

    def integrand(x):
        if name[0] == "F":
            return A*x**k*(x**6/(2*ZP + 2*ZD*x)**11
                           + x**4/(2*ZD + 2*ZP*x)**11)
        return 2*A*x**(5 + k)/((ZP + ZD)*(1 + x))**11
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


print(f"model exponents (1/bohr): 2p {ZP:.1f}, 3d {ZD:.1f}")
print(f"mean radii (bohr): 2p {np.sum(WR*R*pp(R)**2):.4f},"
      f" 3d {np.sum(WR*R*pd(R)**2):.4f}")
for name, value in s.items():
    assert abs(value - one_dimensional(name)) < 1e-9
    print(f"{name} = {value:.6f} Hartree = {value*EV:.3f} eV")

sample_d = sum(s[n]*T[n][0, 0, 0, 0] for n in ("F0", "F2"))
sample_x = sum(s[n]*T[n][0, 0, 0, 0] for n in ("G1", "G3"))
assert abs(sample_d - s["F0"] - 2/35*s["F2"]) < 1e-10
assert abs(sample_x - 2/5*s["G1"] - 3/245*s["G3"]) < 1e-10
print(f"p(m=1) d(m=2) direct element   = {sample_d:.6f} Hartree")
print(f"p(m=1) d(m=2) exchange element = {sample_x:.6f} Hartree")

mean = configuration_mean(s)
print(f"p5d1 core-valence mean energy = {mean:.6f} Hartree")
print("term, states, energy relative to mean (Hartree, eV):")
for name, (count, energy) in term_energies(s).items():
    shift = energy - mean
    print(f"  {name} {count:3d} {shift:10.6f} {shift*EV:8.3f}")
print(f"1P-3P splitting = {4/3*s['G1']*EV:.3f} eV")
print(f"1F-3F splitting = {18/49*s['G3']*EV:.3f} eV")
print("OK")
```

Running it gives:

```
multipoles k = 0..7 scanned; direct: [0, 2]  exchange: [1, 3]
independent parameters: same-spin elements 3 ; all spin elements 4
k=2, l=1, l'=1: sign(c)*c^2*25; columns m'=1..-1
  m= 1:   -1    3   -6
  m= 0:   -3    4   -3
  m=-1:   -6    3   -1
k=2, l=2, l'=2: sign(c)*c^2*49; columns m'=2..-2
  m= 2:   -4    6   -4    0    0
  m= 1:   -6    1    1   -6    0
  m= 0:   -4   -1    4   -1   -4
  m=-1:    0   -6    1    1   -6
  m=-2:    0    0   -4    6   -4
k=1, l=1, l'=2: sign(c)*c^2*15; columns m'=2..-2
  m= 1:   -6    3   -1    0    0
  m= 0:    0   -3    4   -3    0
  m=-1:    0    0   -1    3   -6
k=3, l=1, l'=2: sign(c)*c^2*245; columns m'=2..-2
  m= 1:    3   -9   18  -30   45
  m= 0:   15  -24   27  -24   15
  m=-1:   45  -30   18   -9    3
Gaussian test: 225 direct and 225 exchange elements
  largest deviations below 1e-9 Hartree: True
p5d1 determinants diagonalized: 60; all levels match terms
dipole-created state is an eigenvector with the 1P energy: True
model exponents (1/bohr): 2p 9.0, 3d 3.0
mean radii (bohr): 2p 0.2778, 3d 1.1667
F0 = 0.996048 Hartree = 27.104 eV
F2 = 0.140488 Hartree = 3.823 eV
G1 = 0.061180 Hartree = 1.665 eV
G3 = 0.035688 Hartree = 0.971 eV
p(m=1) d(m=2) direct element   = 1.004076 Hartree
p(m=1) d(m=2) exchange element = 0.024909 Hartree
p5d1 core-valence mean energy = 4.952199 Hartree
term, states, energy relative to mean (Hartree, eV):
  3P   9  -0.033706   -0.917
  3D  15   0.022489    0.612
  3F  21  -0.013636   -0.371
  1P   3   0.047868    1.303
  1D   5   0.022489    0.612
  1F   7  -0.000526   -0.014
1P-3P splitting = 2.220 eV
1F-3F splitting = 0.357 eV
OK
```
